# Width independence of the Freysoldt correction for charged supercells: a numerical check

```python
"""
Result under test: the Freysoldt correction of a charged supercell,
    E_corr = E_lat - q * dphi,   E_lat = E_iso - E_per,
does not depend on the width sigma of the Gaussian model charge, apart from
exponentially small overlaps. E_lat changes by -2 pi q^2 sigma^2/(eps V) and
the alignment term -q*dphi changes by the opposite amount.

Symbols: q charge (units of e), eps dielectric constant, L cubic cell edge,
V = L^3, sigma standard deviation of the Gaussian along one axis,
dphi = reference minus model electrostatic potential, planar average at z = L/2.
The reference charge is q exp(-r/a)/(8 pi a^3) in the same dielectric.
Lengths in angstrom, energies in eV, potentials in V.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, gammainc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV*angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
q, eps, L = 2.0, 8.0, 10.0
V, A = L**3, L**2
a_compact, a_diffuse = 0.3, 1.0
z_mid = L / 2
quad_coeff = 2 * np.pi * q**2 * COULOMB / (eps * V)        # eV per angstrom^2

# Reciprocal vectors grouped into shells of equal length
n = np.arange(-60, 61)
n_squared = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2).ravel()
multiplicity = np.bincount(n_squared)
shell = np.nonzero(multiplicity)[0][1:]                    # drops G = 0
weight = multiplicity[shell]
G2_shell = (2 * np.pi / L)**2 * shell


def gauss_form(G2, sigma):
    return np.exp(-sigma**2 * G2 / 2)


def exp_form(G2, a):
    return 1 / (1 + a**2 * G2)**2


def periodic_energy(form, width):
    return quad_coeff * np.sum(weight * form(G2_shell, width)**2 / G2_shell)


def isolated_energy(enclosed_fraction, r_max):
    """Electrostatic field energy from the charge enclosed in a sphere."""
    inner = quad(lambda r: enclosed_fraction(r)**2 / r**2, 0, r_max,
                 epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    return q**2 * COULOMB / (2 * eps) * (inner + 1 / r_max)


def gauss_isolated(sigma):
    return isolated_energy(lambda r: gammainc(1.5, r**2 / (2 * sigma**2)), 12 * sigma)


def exp_isolated(a):
    return isolated_energy(lambda r: gammainc(3, r / a), 45 * a)


def planar_potential(form, width, z):
    G = 2 * np.pi / L * np.arange(1, 3001)
    return 8 * np.pi * q * COULOMB / (eps * V) * np.sum(form(G**2, width) * np.cos(G * z) / G**2)


def point_potential(sigma, r):
    """Periodic Gaussian potential at a point, by the full reciprocal sum."""
    g = 2 * np.pi / L * np.arange(-25, 26)
    gx, gy, gz = np.meshgrid(g, g, g, indexing="ij")
    G2 = gx**2 + gy**2 + gz**2
    keep = G2 > 1e-12
    phase = np.cos(gx * r[0] + gy * r[1] + gz * r[2])
    total = np.sum(gauss_form(G2[keep], sigma) * phase[keep] / G2[keep])
    return 4 * np.pi * q * COULOMB / (eps * V) * total


lattice_vectors = L * np.array(list(itertools.product(range(-2, 3), repeat=3)), float)
image_distance = np.linalg.norm(lattice_vectors, axis=1)
image_distance = image_distance[image_distance > 0]


def image_overlap(sigma):
    terms = erfc(image_distance / (2 * sigma)) / image_distance
    return q**2 * COULOMB / (2 * eps) * np.sum(terms)


def plane_overlap(sigma, z):
    d = np.abs(z - L * np.arange(-3, 4))
    normal = np.exp(-d**2 / (2 * sigma**2)) / np.sqrt(2 * np.pi * sigma**2)
    W = sigma**2 * normal - d / 2 * erfc(d / (np.sqrt(2) * sigma))
    return -4 * np.pi * q**2 * COULOMB / (eps * A) * np.sum(W)


def lattice_energy(sigma):
    return gauss_isolated(sigma) - periodic_energy(gauss_form, sigma)


def alignment(sigma, a):
    return planar_potential(exp_form, a, z_mid) - planar_potential(gauss_form, sigma, z_mid)


def correction(sigma, a):
    return lattice_energy(sigma) - q * alignment(sigma, a)


widths = [0.5, 0.8, 1.0, 1.2, 1.5, 2.0]
E_lat = {s: lattice_energy(s) for s in widths}
dphi = {s: alignment(s, a_compact) for s in widths}
E_corr = {s: E_lat[s] - q * dphi[s] for s in widths}
s0, s1 = 0.5, 1.0

# Isolated Gaussian energy: field integral against closed form
for s in widths:
    assert abs(gauss_isolated(s) - q**2 * COULOMB / (2 * np.sqrt(np.pi) * eps * s)) < 1e-8

# Width dependence of lattice energy and of the total, including overlaps
for s in widths[1:]:
    predicted = -quad_coeff * (s**2 - s0**2) + image_overlap(s) - image_overlap(s0)
    assert abs(E_lat[s] - E_lat[s0] - predicted) < 1e-8
    remainder = (image_overlap(s) + plane_overlap(s, z_mid)
                 - image_overlap(s0) - plane_overlap(s0, z_mid))
    assert abs(E_corr[s] - E_corr[s0] - remainder) < 1e-8

# Plateau shift and width independence while the Gaussian is compact
plateau_change = dphi[s1] - dphi[s0]
plateau_predicted = -quad_coeff / q * (s1**2 - s0**2)
assert abs(plateau_change - plateau_predicted) < 1e-6
assert abs(E_corr[s1] - E_corr[s0]) < 1e-6
assert abs(E_corr[2.0] - E_corr[s0]) > 1e-3               # wide Gaussian must fail

# Potential change at a far and at a near point
sa, sb = 0.8, 1.2
uniform = quad_coeff / q * (sb**2 - sa**2)
far_point, near_point = np.array([5.0, 5.0, 5.0]), np.array([1.5, 0.7, 0.0])
far_change = point_potential(sb, far_point) - point_potential(sa, far_point)
near_change = point_potential(sb, near_point) - point_potential(sa, near_point)
distance = np.linalg.norm(near_point - lattice_vectors, axis=1)
tail = {s: q * COULOMB / eps * np.sum(erfc(distance / (np.sqrt(2) * s)) / distance)
        for s in (sa, sb)}
assert abs(far_change - uniform) < 1e-8
assert abs(near_change - (uniform - tail[sb] + tail[sa])) < 1e-8
assert abs(near_change - uniform) > 0.01

# The width-independent value is the true correction of the compact charge
ref_iso, ref_per = exp_isolated(a_compact), periodic_energy(exp_form, a_compact)
true_compact = ref_iso - ref_per
assert abs(E_corr[s0] - true_compact) < 1e-6
point_term = E_lat[s0] + quad_coeff * s0**2 - image_overlap(s0)
madelung = point_term * 2 * eps * L / (q**2 * COULOMB)
mean_r2 = quad(lambda r: r**4 * np.exp(-r / a_compact) / (2 * a_compact**3),
               0, 45 * a_compact)[0]
closed_value = point_term - quad_coeff * mean_r2 / 3
assert abs(true_compact - closed_value) < 1e-6

# Diffuse reference: width independent, yet wrong
diffuse = {s: correction(s, a_diffuse) for s in (0.5, 0.8)}
true_diffuse = exp_isolated(a_diffuse) - periodic_energy(exp_form, a_diffuse)
assert abs(diffuse[0.8] - diffuse[0.5]) < 1e-6
assert abs(diffuse[0.5] - true_diffuse) > 0.01

print(f"charge q = {q:.0f} e, dielectric constant = {eps:.0f}, L = {L:.1f} angstrom")
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.5f} eV angstrom")
print(f"reference decay length a = {a_compact:.1f} angstrom")
print(f"reference mean square radius = {mean_r2:.4f} angstrom^2")
print(f"coefficient 2 pi q^2/(eps V) = {quad_coeff:.6f} eV/angstrom^2")
print(f"Madelung constant alpha = {madelung:.6f}")
print(f"point-charge term alpha q^2/(2 eps L) = {point_term:.6f} eV")
print(f"Gaussian sigma=1.0: E_iso = {gauss_isolated(s1):.6f} eV")
print(f"Gaussian sigma=1.0: E_per = {periodic_energy(gauss_form, s1):.6f} eV")
print(f"reference potential at mid-plane = "
      f"{planar_potential(exp_form, a_compact, z_mid):.6f} V")
for s in (s0, s1):
    print(f"model potential at mid-plane, sigma={s:.1f}: "
          f"{planar_potential(gauss_form, s, z_mid):.6f} V")
print("sigma (angstrom), E_lat (eV), dphi (V), -q*dphi (eV), E_corr (eV)")
for s in widths:
    print(f"{s:.1f}  {E_lat[s]:.6f}  {dphi[s]:.6f}  {-q * dphi[s]:.6f}  {E_corr[s]:.6f}")
print("changes from sigma = 0.5 to 1.0 angstrom:")
print(f"  E_lat: {E_lat[s1] - E_lat[s0]:.6f} eV")
print(f"  predicted E_lat change: {-quad_coeff * (s1**2 - s0**2):.6f} eV")
print(f"  plateau dphi: {plateau_change:.6f} V, predicted {plateau_predicted:.6f} V")
print(f"  alignment term: {-q * plateau_change:.6f} eV")
print(f"  E_corr: {E_corr[s1] - E_corr[s0]:.1e} eV")
print("overlap remainders: sigma (angstrom), images (eV), mid-plane (eV)")
for s in (1.0, 1.5, 2.0):
    print(f"{s:.1f}  {image_overlap(s):.2e}  {plane_overlap(s, z_mid):.2e}")
print("model potential change, sigma 0.8 to 1.2 angstrom:")
print(f"  uniform prediction {uniform:.6f} V")
print(f"  at cell corner (5,5,5) angstrom: {far_change:.6f} V")
print(f"  at near point (1.5,0.7,0) angstrom: {near_change:.6f} V")
print(f"compact reference: E_iso = {ref_iso:.6f} eV, E_per = {ref_per:.6f} eV")
print(f"compact reference: true correction = {true_compact:.6f} eV")
print(f"closed form from mean square radius = {closed_value:.6f} eV")
print(f"E_corr at sigma=0.5 = {E_corr[s0] / HARTREE:.6f} hartree")
print(f"diffuse reference, a = {a_diffuse:.1f} angstrom:")
print(f"  E_corr at sigma=0.5: {diffuse[0.5]:.6f} eV, at 0.8: {diffuse[0.8]:.6f} eV")
print(f"  true correction = {true_diffuse:.6f} eV")
print(f"  error of E_corr = {diffuse[0.5] - true_diffuse:.6f} eV")
print("success")
```

Printed output:

```
charge q = 2 e, dielectric constant = 8, L = 10.0 angstrom
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
reference decay length a = 0.3 angstrom
reference mean square radius = 1.0800 angstrom^2
coefficient 2 pi q^2/(eps V) = 0.045238 eV/angstrom^2
Madelung constant alpha = 2.837297
point-charge term alpha q^2/(2 eps L) = 1.021402 eV
Gaussian sigma=1.0: E_iso = 2.031032 eV
Gaussian sigma=1.0: E_per = 1.054868 eV
reference potential at mid-plane = -0.180348 V
model potential at mid-plane, sigma=0.5: -0.182836 V
model potential at mid-plane, sigma=1.0: -0.165872 V
sigma (angstrom), E_lat (eV), dphi (V), -q*dphi (eV), E_corr (eV)
0.5  1.010092  0.002488  -0.004976  1.005116
0.8  0.992450  -0.006333  0.012667  1.005116
1.0  0.976164  -0.014476  0.028952  1.005116
1.2  0.956259  -0.024425  0.048850  1.005109
1.5  0.919622  -0.042598  0.085195  1.004818
2.0  0.841331  -0.078706  0.157413  0.998744
changes from sigma = 0.5 to 1.0 angstrom:
  E_lat: -0.033928 eV
  predicted E_lat change: -0.033928 eV
  plateau dphi: -0.016964 V, predicted -0.016964 V
  alignment term: 0.033928 eV
  E_corr: -9.7e-08 eV
overlap remainders: sigma (angstrom), images (eV), mid-plane (eV)
1.0  3.32e-12  -9.67e-08
1.5  5.25e-06  -3.04e-04
2.0  8.81e-04  -7.25e-03
model potential change, sigma 0.8 to 1.2 angstrom:
  uniform prediction 0.018095 V
  at cell corner (5,5,5) angstrom: 0.018095 V
  at near point (1.5,0.7,0) angstrom: -0.262958 V
compact reference: E_iso = 3.749908 eV, E_per = 2.744791 eV
compact reference: true correction = 1.005116 eV
closed form from mean square radius = 1.005116 eV
E_corr at sigma=0.5 = 0.036937 hartree
diffuse reference, a = 1.0 angstrom:
  E_corr at sigma=0.5: 0.864838 eV, at 0.8: 0.864838 eV
  true correction = 0.845350 eV
  error of E_corr = 0.019488 eV
success
```
